# Relativistic 6s contraction, the Au2 bond and the inert pair

Treat gold with the Schroedinger equation and its diatomic molecule comes out too long and too weakly bound. In the model used below, the bond length is 2.74 Å instead of the 2.49 Å given by the Dirac equation, and about 1 eV of binding is missing. For lead, the same omission makes the two 6s electrons of Pb²⁺ about 9 eV too easy to remove. A valence electron is slow over most of its orbit, so the size of these errors needs an explanation.

## Back of the envelope

Hartree atomic units are used in the derivations, so the speed of light is $c=1/\alpha$. Energies $\varepsilon$ exclude the rest energy, and $V$ is the potential energy. The relation $(c^2+\varepsilon-V)^2=p^2c^2+c^4$ gives

$$p^2=2(\varepsilon-V)+\frac{(\varepsilon-V)^2}{c^2}.$$

The second term is the relativistic correction. An s electron has no centrifugal barrier and reaches the region $r\sim1/Z$, where $V\approx-Z/r\sim-Z^2$. There $p\sim Z$, and the correction is a fraction of order $(Z/c)^2=(\alpha Z)^2$ of $p^2$.

The wave gathers a phase $\int p\,dr$ of order one in this region, so relativity adds a phase of order $(\alpha Z)^2$. The number of nodes is fixed, so the outer part of the orbital must supply that much less phase. If the outer energy is $-z^2/(2n^{*2})$, with $z$ the charge of the core and $n^*$ the effective quantum number, the outer phase is about $\pi n^*$. Hence $n^*$ falls by an amount of order $(\alpha Z)^2$. The energy is lowered, and the radius reduced, by a fraction of order

$$\frac{(\alpha Z)^2}{n^*}.$$

The full nuclear charge enters, although the electron is mostly outside the core. The coefficient remains to be found.

## The phase gained near the nucleus

For a spherical potential, the large and small radial functions $P$ and $Q$ obey

$$c\left(P'+\frac{\kappa}{r}P\right)=(2c^2+\varepsilon-V)Q,\qquad
c\left(-Q'+\frac{\kappa}{r}Q\right)=(\varepsilon-V)P .$$

An s electron has $\kappa=-1$. As $c\to\infty$ the first equation gives $Q=(P'+\kappa P/r)/(2c)$. Inserted in the second, it gives

$$\tfrac12\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P
=\tfrac12\left(-P''+\frac{\kappa(\kappa+1)}{r^2}P\right)=(\varepsilon-V)P .$$

The terms in $P'$ cancel, and the result is the radial Schroedinger equation, without a barrier for $\kappa=-1$.

Close to a point nucleus $V=-Z/r$, and the valence energy is negligible beside both $Z/r$ and $c^2$. Set $\varepsilon=0$ and $\zeta=Z/c=\alpha Z$. The two equations become

$$P'=-\frac{\kappa}{r}P+\left(2c+\frac{\zeta}{r}\right)Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{\zeta}{r}P .$$

The second gives $P=(\kappa Q-rQ')/\zeta$, and therefore $\zeta P'=\kappa Q'-Q'-rQ''$. Multiply the first equation by $\zeta$, insert both expressions, and use $c\zeta=Z$:

$$\kappa Q'-Q'-rQ''=-\frac{\kappa^2}{r}Q+\kappa Q'+2ZQ+\frac{\zeta^2}{r}Q .$$

The terms $\kappa Q'$ cancel. Multiplication by $-r$ and collection of terms gives

$$r^2Q''+rQ'+(2Zr-\gamma^2)Q=0,\qquad \gamma=\sqrt{\kappa^2-(\alpha Z)^2}.$$

Let $s=\sqrt{8Zr}$. Then $r\,d/dr=\tfrac12 s\,d/ds$, and $r^2Q''+rQ'=(r\,d/dr)^2Q$. After multiplication by 4,

$$\left(s\frac{d}{ds}\right)^2Q+(s^2-4\gamma^2)Q=0 .$$

This is Bessel's equation, and the solution regular at the nucleus is $Q=J_{2\gamma}(s)$. For large $s$,

$$J_{2\gamma}(s)\approx\sqrt{\frac{2}{\pi s}}\cos\left(s-\pi\gamma-\frac{\pi}{4}\right).$$

In $P=(\kappa Q-rQ')/\zeta$ the derivative term then dominates, so

$$P\propto s^{1/2}\sin\left(s-\pi\gamma-\frac{\pi}{4}\right).$$

The phase $s$ is the nonrelativistic $\int_0^r\sqrt{2Z/r'}\,dr'$. In the Schroedinger limit $\gamma$ is replaced by $|\kappa|=1$. Relativity has therefore advanced the phase of an s wave by $\pi\delta$, with

$$\delta=1-\gamma=1-\sqrt{1-(\alpha Z)^2}\approx\frac{(\alpha Z)^2}{2}.$$

This result needs a zone where $s\gg1$ while the potential is still that of the bare nucleus. In an atom, screening begins before the phase has reached its limit. Outside the innermost region, the expansion of $p$ gives an extra phase

$$\int\frac{V^2}{2c^2\sqrt{2|V|}}\,dr=\int\frac{|V|^{3/2}}{2\sqrt2\,c^2}\,dr .$$

Screening reduces $|V|$ and hence this contribution, so the actual phase gain should lie somewhat below $\pi(1-\gamma)$.

## From phase to energy and radius

Let $S(\varepsilon)=\int\sqrt{2(\varepsilon-V)}\,dr$ be the nonrelativistic phase out to the turning point. For a fixed number of nodes, $S+\pi\delta$ must keep the value that $S$ had without relativity. To first order,

$$\Delta\varepsilon=-\frac{\pi\delta}{dS/d\varepsilon},\qquad \frac{dS}{d\varepsilon}=\int\frac{dr}{p}.$$

The last integral is the classical time from the centre to the turning point. The core contributes little to it, because $p$ is large there. With an outer potential $-z/r$, the turning point is $r_t=z/|\varepsilon|$. The substitution $r=r_t\sin^2\theta$ gives $p=\sqrt{2|\varepsilon|}\cot\theta$ and $dr=2r_t\sin\theta\cos\theta\,d\theta$, so

$$\int_0^{r_t}\frac{dr}{p}=\frac{2r_t}{\sqrt{2|\varepsilon|}}\int_0^{\pi/2}\sin^2\theta\,d\theta
=\frac{\pi z}{(2|\varepsilon|)^{3/2}}=\pi\frac{dn^*}{d\varepsilon},\qquad n^*=\frac{z}{\sqrt{-2\varepsilon}}.$$

Thus $S=\pi n^*+\text{const}$, and relativity replaces $n^*$ by $n^*-\delta$. In other words, $\delta$ is an added quantum defect.

The mean radius follows from weighting $r$ by the time spent there:

$$\langle r\rangle\approx r_t\,\frac{\int_0^{\pi/2}\sin^4\theta\,d\theta}{\int_0^{\pi/2}\sin^2\theta\,d\theta}
=r_t\,\frac{3\pi/16}{\pi/4}=\frac34\cdot\frac{2n^{*2}}{z}=\frac{3n^{*2}}{2z}.$$

Since $|\varepsilon|\propto n^{*-2}$ and $\langle r\rangle\propto n^{*2}$, both fractional changes are, to leading order,

$$\frac{\Delta|\varepsilon|}{|\varepsilon|}\approx-\frac{\Delta\langle r\rangle}{\langle r\rangle}\approx\frac{2\delta}{n^*}\approx\frac{(\alpha Z)^2}{n^*}.$$

The $Z^2$ law holds for small $(\alpha Z)^2$, similar $n^*$ and similar penetration. It does not apply in this form to d and f electrons, which the centrifugal barrier keeps away from the bare nucleus.

A Pb⁴⁺ core offers a clean case, because an added electron sees a true $-4/r$ tail. Solving both radial equations in the same frozen potential gives $\delta=0.165$ for 6s and 0.165 for 7s, while $1-\gamma=0.199$. The defect is nearly independent of the outer energy, as a phase gained in the core should be. It lies 17 % below the unscreened value, in the direction expected from screening.

## Copper, silver and gold

The atoms are now solved self-consistently in both theories. They are spherical and spin-unpolarised, with a point nucleus and the local density approximation (Slater exchange and VWN correlation). The estimate uses $z=1$ and the Schroedinger level. For gold it is $0.3323/1.755=0.189$.

| | Estimate | Lowering | Contraction |
|---|---:|---:|---:|
| Cu 4s | 2.6 % | 3.7 % | 2.0 % |
| Ag 5s | 6.6 % | 10.0 % | 5.0 % |
| Au 6s | 18.9 % | 38.1 % | 14.4 % |

The gold 6s level falls from −4.42 to −6.10 eV, and its mean radius shrinks from 1.75 to 1.50 Å. Between copper and gold, the lowering grows as $Z^{2.3}$ and the contraction as $Z^{2.0}$.

Part of the difference between these exponents is already in the quantum-defect formula when it is not expanded. For gold $\delta=1-\sqrt{1-0.3323}=0.183$, so the lowering is $(1.755/1.572)^2-1=25\,\%$ and the contraction is $1-(1.572/1.755)^2=20\,\%$. The same steps for copper give 2.7 % and 2.6 %. The resulting exponents are 2.2 and 2.0.

The size of the energy shift is less well described. Solving the Dirac equation for gold in the frozen Schroedinger potential isolates the direct effect:

- The direct energy shift is −2.55 eV. The change of the self-consistent potential then returns +0.87 eV, leaving −1.68 eV.
- The direct change of radius is −0.31 Å, or 18 % of 1.75 Å. The total change is −0.25 Å.

The direct contraction is thus close to the estimate, whereas the direct lowering, $2.55/4.42=58\,\%$, is three times as large. The reason lies in $dS/d\varepsilon$. In the local density potential of neutral gold it is 6.4, against 17 from the Coulomb-tail formula, so the same phase costs more energy. The direct shift corresponds to a phase gain with $\delta=0.15$, close to $1-\gamma$. The missing $-1/r$ tail of this potential is only part of the cause. Imposing the tail reduces the direct lowering to 36 %, still above the estimate of 21 % for that level. The radius formula rests on the same tail and gives $3\times1.755^2/2=4.6$ bohr, about 2.4 Å, against the computed 1.75 Å, so the close match of the direct contraction may be accidental. The fair agreement of the total lowering with the estimate, within a factor of about two, owes something to the opposing change of screening.

The 5d level, averaged over $j$, moves the other way, from −8.29 to −7.16 eV. The gap between 5d and 6s therefore shrinks from 3.9 to 1.1 eV.

## The gold dimer

A molecular estimate needs more than the 6s radius, because the cores and the 5d shells also interact. Let $n=n_A+n_B$ be the sum of the two atomic densities and $V$ the potential computed from it. The basis consists of the occupied orbitals of the free atoms, core included, and the empty 6p. An orbital $j$ on atom B satisfies $h_B\phi_j=\varepsilon_j\phi_j$, and $h=h_B+(V-V_B)$, so

$$H_{ij}=\varepsilon_jS_{ij}+\langle i|V-V_B|j\rangle .$$

The sum of occupied levels contains the Hartree energy twice and $\int n\,v_{xc}$ in place of the exchange-correlation energy $E_{xc}$. Correcting both and adding the nuclear repulsion gives the Harris energy

$$E=\sum_i f_i\varepsilon_i-\tfrac12\int nV_H[n]\,d^3r-\int n\,v_{xc}\,d^3r+E_{xc}[n]+\frac{Z^2}{R},$$

where $f_i$ are the occupations and $R$ is the distance between the nuclei. If the orbitals produce a density $n+\delta n$, the Kohn–Sham energy of those orbitals exceeds $E$ by

$$\tfrac12\iint\frac{\delta n(\mathbf r)\,\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
+E_{xc}[n+\delta n]-E_{xc}[n]-\int v_{xc}\,\delta n\,d^3r .$$

The terms linear in $\delta n$ cancel, because $v_{xc}$ is the derivative of $E_{xc}$. The Kohn–Sham energy of those orbitals in turn differs from the self-consistent energy in the same basis only at second order, because that energy is stationary at the self-consistent orbitals and the orbitals deviate from them at first order in $\delta n$. The error from not iterating the density is therefore of second order. The error of the small basis is separate.

The results are:

- Schroedinger: bond length 2.74 Å, binding energy 2.26 eV.
- Dirac: bond length 2.49 Å, binding energy 3.29 eV.

Relativity shortens the bond by 0.25 Å, or 9 % of the Schroedinger length, and adds 1.03 eV of binding. These values are not converged in the basis. Leaving out the 6p functions lengthens both bonds by about 0.03 Å and lowers the binding energies by 0.2 and 0.3 eV. The shortening stays at 0.25 Å, and the gain in binding becomes 0.94 eV. A self-consistent calculation in the same density approximation, with a relativistic effective core potential and the LANL2DZ basis, gives 2.51 Å. That value comes from a parabola through three distances 0.3 bohr apart, which places the minimum of an anharmonic curve too far out, by an estimated 0.02 Å. Even so, it lies within about 1 % of 2.49 Å. The Schroedinger length, and hence the shortening, has no such independent comparison. The comparison is consistent with the relativistic length. The reference itself uses a small basis and a coarse integration grid, and its convergence was not examined. It does not check the binding energies, which refer to spin-unpolarised atoms and are not measured dissociation energies. Spin polarisation would lower the energy of the separate atoms and reduce the binding.

If the bond simply followed the size of the two 6s orbitals, it would shorten by twice the decrease of $\langle r\rangle$, which is 0.50 Å. The computed shortening is half of that. Orbital contraction and bond contraction go together here, but the calculation does not show that the first causes the second. The smaller 5d–6s gap may also strengthen the bond by easing the mixing of these shells, a possibility not tested separately.

## The inert pair

For lead, the relevant atomic quantity is the energy needed to remove both 6s electrons, $E(\mathrm{Pb}^{4+})-E(\mathrm{Pb}^{2+})$. The quantum defect gives an estimate. The first electron leaves a core of charge 3 and the second a core of charge 4. With a common $n^*$, the cost is proportional to $(3^2+4^2)/n^{*2}$. The energy unit, half a hartree, follows from the gold values as $4.417\times1.755^2=13.6$ eV. The Schroedinger cost of 67.1 eV then fixes

$$n^*=\sqrt{\frac{13.6\times25}{67.1}}=2.25 .$$

With $\delta=0.165$ from the Pb⁴⁺ core, the leading-order increase is $2\times0.165/2.25=15\,\%$, or about 10 eV. The unexpanded formula, $(2.25/2.085)^2-1=16\,\%$, gives about 11 eV.

The self-consistent total energies give 67.1 eV without relativity and 76.1 eV with it, an increase of 9.0 eV. The estimate is somewhat high, but its closeness owes much to a cancellation. Twice the shift of the 6s level with one 6s electron present splits the increase into a direct part of 12.7 eV, in the frozen Schroedinger potential, and a change of screening of −3.8 eV. As in gold, the estimate falls below the direct effect and omits the opposing screening.

The 6s pair also becomes harder to mix with 6p. In Pb²⁺ the gap between 6s and the $j$-averaged 6p level grows from 7.1 to 10.2 eV. Both changes favour keeping the pair on the atom. They are the atomic part of the inert-pair effect. Whether a given lead(IV) compound is stable depends also on the bond or lattice energy gained in return, which is not computed here.

The numerical check accompanying this text compares the radial solver with exact Coulomb levels and tests the scaling and the molecular integrals. It requires the relativistic bond length only to lie within 15 % of the effective-core value, a margin wider than the 9 % shortening, so that test alone does not tell the two theories apart.

## Numbers as computed

```
Valence s: Schroedinger and Dirac energies (eV), mean radii (angstrom)
Cu Z=29: energies -4.682, -4.857 eV; radii 1.563, 1.532 angstrom
  (alpha Z)^2 0.0448; n_eff 1.705; estimate 2.6 %
  computed lowering 3.7 %; contraction 2.0 %
Ag Z=47: energies -4.283, -4.713 eV; radii 1.731, 1.645 angstrom
  (alpha Z)^2 0.1176; n_eff 1.782; estimate 6.6 %
  computed lowering 10.0 %; contraction 5.0 %
Au Z=79: energies -4.417, -6.099 eV; radii 1.753, 1.501 angstrom
  (alpha Z)^2 0.3323; n_eff 1.755; estimate 18.9 %
  computed lowering 38.1 %; contraction 14.4 %
Z exponent of lowering: Cu-Ag 2.04, Ag-Au 2.57, Cu-Au 2.31
Z exponent of contraction: Cu-Ag 1.87, Ag-Au 2.04, Cu-Au 1.96
Au 6s energy shift: total -1.681 eV, direct -2.546 eV, screening 0.865 eV
Au 6s radius change: total -0.252 angstrom, direct -0.309 angstrom
Au 5d j-averaged energies: Schroedinger -8.292 eV, Dirac -7.164 eV
Pb4+ core, added quantum defect: 6s 0.1654, 7s 0.1651; 1-gamma 0.1988
Au2 from superposed atoms; binding relative to spin-unpolarised atoms
Schroedinger: bond length 2.739 angstrom, binding energy 2.26 eV
Dirac: bond length 2.485 angstrom, binding energy 3.29 eV
Relativistic bond shortening: 0.253 angstrom (9.3 %)
Twice the 6s mean-radius decrease: 0.503 angstrom
Relativistic increase of binding: 1.03 eV
Self-consistent LDA/LANL2DZ Au2 length: 2.510 angstrom
Inert pair: removal of both 6s electrons from Pb2+
Cost: Schroedinger 67.10 eV, Dirac 76.05 eV, increase 8.95 eV
Pb2+ 6s-6p gap, j-averaged: Schroedinger 7.08 eV, Dirac 10.20 eV
```
